# Phonon-assisted optical absorption at an indirect gap, part 2

A crystal with an indirect gap \(E_g\) absorbs a photon while absorbing or emitting one phonon. We want the absorption coefficient and its temperature dependence. Units are SI, with energies in eV and absorption coefficients in cm⁻¹. The example has a gap of 1.00 eV and a 40 meV phonon; "the program" is the numerical check.

The crystal has \(N\) cells of volume \(V_{\rm cell}\), and spin gives \(g_s=2\). Independent electrons (charge \(-e\), mass \(m_e\)) have Bloch energies \(\varepsilon_{n\mathbf k}\). The light \(\mathbf A(t)=A_0\hat{\mathbf e}\cos\omega t\) enters as \(H_L(t)=L\,e^{-i\omega t}+L\,e^{i\omega t}\), where \(L\) has elements \((eA_0/2)v_{mn}(\mathbf k)\), with \(v_{mn}\) the velocity along \(\hat{\mathbf e}\). The electron-phonon coupling \(H_{ep}\) has electronic elements \(N^{-1/2}g_{mn}(\mathbf k,\mathbf q)\); the phonon branch is \(\nu\).

An electron goes from \(v\mathbf k\) to \(c\mathbf k'\), \(\mathbf k'=\mathbf k+\mathbf q\). Upper signs mean absorption from mode \(\mathbf q\), with \(B_+=\sqrt{n_{\mathbf q}}\); lower signs mean emission into mode \(-\mathbf q\), with \(B_-=\sqrt{n_{-\mathbf q}+1}\). Here \(n_{\mathbf q}\) is the mode's occupation. "On shell" means

\[
\varepsilon_{c\mathbf k'}-\varepsilon_{v\mathbf k}=\hbar\omega\pm\hbar\Omega .
\]

The rate (Entry 2) is

\[
w_{i\to f}=\frac{2\pi}{\hbar}|M|^2\delta(E_f-E_i-\hbar\omega),
\]

and for a lone electron (Entry 4) \(M=(eA_0/2)\,N^{-1/2}B_\pm S_\pm\) with

\[
S_\pm=\sum_m\frac{g_{cm}(\mathbf k,\mathbf q)\,v_{mv}(\mathbf k)}{\varepsilon_{v\mathbf k}+\hbar\omega-\varepsilon_{m\mathbf k}}+\sum_m\frac{v_{cm}(\mathbf k')\,g_{mv}(\mathbf k,\mathbf q)}{\varepsilon_{v\mathbf k}\pm\hbar\Omega-\varepsilon_{m\mathbf k'}} .
\]

Entry 5 repeats the calculation with filled valence bands, from the determinant \(|0\rangle\) to \(|f\rangle=c^\dagger_{c\mathbf k'}c_{v\mathbf k}|0\rangle\), leaving out the factor \((eA_0/2)N^{-1/2}B_\pm\). There are six kinds of path, classed by which perturbation acts first and whether the intermediate pair shares its hole, its electron or both with \(|f\rangle\). Paths (a) and (d) gave the first sum for empty bands and for occupied bands other than \(v\). Paths (b) and (c) gave the second sum for occupied bands and for empty bands other than \(c\). In (e), \(L\) first returns \(|0\rangle\) with element \(T=\sum_{j\mathbf p}v_{jj}(\mathbf p)\), summed over filled states, and the contribution is \(g_{cv}T/\hbar\omega\). Path (f) is next.

(f) Phonon first, both shared. The phonon creates \(|f\rangle\) directly, with denominator \(\pm\hbar\Omega-\varepsilon_{c\mathbf k'}+\varepsilon_{v\mathbf k}=-\hbar\omega\) on shell, and \(L\) acts diagonally with the total velocity of the states occupied in \(|f\rangle\), which is \(T-v_{vv}(\mathbf k)+v_{cc}(\mathbf k')\).

Paths (e) and (f) add to

\[
g_{cv}\,\frac{T-\bigl(T-v_{vv}(\mathbf k)+v_{cc}(\mathbf k')\bigr)}{\hbar\omega}=g_{cv}\,\frac{v_{vv}(\mathbf k)-v_{cc}(\mathbf k')}{\hbar\omega}.
\]

The spectators' velocity \(T\) cancels whatever its value. What remains is the term \(m=v\) of the first sum, \(g_{cv}v_{vv}/\hbar\omega\), and the term \(m=c\) of the second sum, whose denominator is \(\varepsilon_{v\mathbf k}\pm\hbar\Omega-\varepsilon_{c\mathbf k'}=-\hbar\omega\).

Collecting: the first sum receives the empty bands from (a), the occupied bands other than \(v\) from (d), and \(m=v\) from (e) and (f); the second receives the occupied bands from (b), the empty bands other than \(c\) from (c), and \(m=c\) from (e) and (f). On shell, the amplitude in the filled crystal equals \(S_\pm\) of Entry 4 with both sums over all bands. This is the Hall-Bardeen-Blatt amplitude. The names "photon first" and "phonon first" for the two sums describe the true order of events only for empty \(m\). A term of the second sum with occupied \(m\) is physically a vertical photon transition at \(\mathbf k'\) followed by phonon scattering of the hole. The argument used only that \(v\mathbf k\) is occupied, that \(c\mathbf k'\) is empty, that no denominator vanishes and that energy is conserved between the first and last state, so on shell the amplitude does not depend on how the intermediate states are occupied. Off shell the rewriting of the denominators in (b), (d) and (f) fails, and the sum over paths does depend on the filling.

*Test.* An amplitude of this kind can be read from a spectrum with no use of the path counting. Quantize the light as one mode with one photon in the initial state, so that \(|i\rangle\) and \(|f\rangle\) are degenerate on shell. Let \(P\) project on these two states and \(Q=1-P\). The \(Q\) part of \(H\psi=E\psi\) gives \(Q\psi=(E-QHQ)^{-1}QVP\psi\), and inserting this in the \(P\) part gives a \(2\times2\) matrix \(PHP+PVQ(E-QHQ)^{-1}QVP\). To second order in \(V\) its off-diagonal element is \(M\), and its diagonal elements differ by a detuning \(\Delta\) that is linear in \(\hbar\omega\). The eigenvalues are split by \(\sqrt{\Delta^2+4|M|^2}\), so the smallest splitting as \(\hbar\omega\) is scanned is \(2|M|\), up to corrections of higher order in the coupling.

The program builds the Fock space of four electrons in four bands at \(\mathbf k\) and four at \(\mathbf k'\) (two filled at each), two phonon modes \(\mathbf q\) and \(-\mathbf q\) with different occupations, and a photon mode (all electronic configurations of the total momentum of the initial state, each phonon occupation within one quantum of its initial value, and zero to two photons, which contains every second-order path), with random complex \(g\) and random Hermitian \(v\), and diagonalizes it. Half the minimum splitting divided by \(|S_\pm|\) should be \(B_\pm\). For \(n_{\mathbf q}=3\), \(n_{-\mathbf q}=1\) it finds 1.73205 for absorption, against \(\sqrt3=1.73205\), and 1.41422 for emission, against \(\sqrt2=1.41421\). For \(n_{\mathbf q}=1\), \(n_{-\mathbf q}=0\) both are 1.00000; the second is emission into an empty mode. Agreement to one part in \(10^3\) is asserted in all four cases. The emission factor follows the occupation of mode \(-\mathbf q\), as Entry 3 states. Truncated amplitudes fail: relative to the exact \(|M|\), the largest error over the four cases is 0.54 with the first sum alone, 0.67 with the second sum alone, 0.26 without the terms from (b) and (d), and 0.55 without those from (e) and (f). The assertion is that each exceeds 0.02; the sizes themselves belong to the random matrices.

## Entry 6. From the rate to \(\varepsilon_2\) and \(\alpha\)

Sum the rate over final states, include spin, and divide by the crystal volume \(NV_{\rm cell}\). With \(P_+=n_{\mathbf q}\) and \(P_-=n_{-\mathbf q}+1\), the number of photons absorbed per unit time and volume is

\[
W=\frac{g_s}{NV_{\rm cell}}\,\frac{2\pi}{\hbar}\left(\frac{eA_0}{2}\right)^2\frac1N\sum_{\mathbf k\mathbf q\nu vc\pm}|S_\pm|^2P_\pm\,\delta(\varepsilon_{c,\mathbf k+\mathbf q}-\varepsilon_{v\mathbf k}-\hbar\omega\mp\hbar\Omega).
\]

The macroscopic side needs the power absorbed by a medium of susceptibility \(\chi\). The field is \(\mathbf E=-\partial\mathbf A/\partial t\), of amplitude \(\omega A_0\). Write its component along \(\hat{\mathbf e}\) as \({\rm Re}[\tilde Ee^{-i\omega t}]\), the polarization as \({\rm Re}[\varepsilon_0\chi\tilde Ee^{-i\omega t}]\), and the current density, its time derivative, as \({\rm Re}[-i\omega\varepsilon_0\chi\tilde Ee^{-i\omega t}]\). The time average of the product of two such quantities is \(\tfrac12{\rm Re}\) of the first amplitude conjugated times the second, so the power density is

\[
\tfrac12{\rm Re}\bigl[-i\omega\varepsilon_0\chi|\tilde E|^2\bigr]=\tfrac12\omega\varepsilon_0\varepsilon_2\,(\omega A_0)^2,\qquad\varepsilon_2={\rm Im}\,\chi .
\]

Each event removes \(\hbar\omega\) from the field, whatever the phonon does, so this equals \(\hbar\omega W\), and \(\varepsilon_2=2\hbar W/(\varepsilon_0\omega^2A_0^2)\). The numerical factors are \(2\hbar\cdot(2\pi/\hbar)\cdot(e^2/4)=\pi e^2\), and \(A_0^2\) cancels:

\[
\varepsilon_2(\omega)=\frac{\pi e^2}{\varepsilon_0\omega^2}\,\frac{g_s}{V_{\rm cell}N^2}\sum_{\mathbf k\mathbf q\nu vc\pm}|S_\pm|^2P_\pm\,\delta(\varepsilon_{c,\mathbf k+\mathbf q}-\varepsilon_{v\mathbf k}-\hbar\omega\mp\hbar\Omega).
\]

A plane wave \(e^{i\tilde n\omega z/c}\) has \(\tilde n^2=n_r^2+i\varepsilon_2\), where \(n_r^2\) is the real part of the dielectric function, supplied mainly by the direct transitions at higher energy and treated as a constant near the edge. The intensity falls as \(e^{-\alpha z}\) with \(\alpha=2\omega\,{\rm Im}\,\tilde n/c\). For \(\varepsilon_2\ll n_r^2\), \(\tilde n=n_r\sqrt{1+i\varepsilon_2/n_r^2}\approx n_r+i\varepsilon_2/2n_r\), so

\[
\alpha=\frac{\omega\,\varepsilon_2}{n_rc},
\]

with a relative correction of order \((\varepsilon_2/n_r^2)^2\), because the second-order term of the square root is real. The program asserts agreement with the unexpanded square root to \(10^{-8}\) at 1.10 eV.

*Test on a limit.* The factor \(\pi e^2/\varepsilon_0\omega^2\) is common to first-order and second-order absorption, so it can be checked where a classical answer exists. For one electron bound harmonically with frequency \(\omega_0\) in a volume \(V\), the first-order form is \(\varepsilon_2=(\pi e^2/\varepsilon_0\omega^2V)|v_{10}|^2\delta(\hbar\omega-\hbar\omega_0)\). From \(p=i\sqrt{m_e\hbar\omega_0/2}\,(a^\dagger-a)\) follows \(|v_{10}|^2=\hbar\omega_0/2m_e\), and with \(\delta(\hbar\omega-\hbar\omega_0)=\delta(\omega-\omega_0)/\hbar\),

\[
\int_0^\infty\omega\varepsilon_2\,d\omega=\frac{\pi e^2}{\varepsilon_0\omega_0V\hbar}\cdot\frac{\hbar\omega_0}{2m_e}=\frac\pi2\,\omega_p^2,\qquad\omega_p^2=\frac{e^2}{\varepsilon_0m_eV}.
\]

Classically, the damped oscillator has \(\chi=\omega_p^2/(\omega_0^2-\omega^2-i\gamma\omega)\). The function \(\omega\,{\rm Im}\chi\) is even, \(\omega\chi\) is analytic in the upper half plane and tends to \(-\omega_p^2/\omega\). The large upper arc contributes \(-i\pi\omega_p^2\), so the real axis contributes \(+i\pi\omega_p^2\), and half its imaginary part is \(\pi\omega_p^2/2\) for any damping. The program computes \(v_{10}\) from a finite-difference diagonalization and the classical integral by quadrature; the ratio is 0.99985, asserted to lie within \(10^{-3}\) of unity.

## Entry 7. Thermal phonons and partly filled bands

The rate is linear in the occupation number of the one mode involved, so averaging over a thermal ensemble of initial states replaces the number by its mean. With \(x=e^{-\hbar\Omega/k_BT}\) the probabilities are \(p_l=(1-x)x^l\). Differentiating \(\sum_lx^l=1/(1-x)\) gives \(\sum_l l\,x^l=x/(1-x)^2\), so

\[
n=\frac{x}{1-x}=\frac{1}{e^{\hbar\Omega/k_BT}-1},\qquad n+1=\frac1{1-x},\qquad\frac{n+1}{n}=e^{\hbar\Omega/k_BT}.
\]

The program tests the mean against the explicit sum at 77 K and 300 K. Since \(\Omega_{-\mathbf q}=\Omega_{\mathbf q}\), the two modes have the same \(n\) in equilibrium.

When the electron states have occupation probabilities \(f\), Entry 5 shows that only the end states matter: the upward process carries the weight \(f_v(1-f_c)\), for independent electrons. The light also drives the reverse process through the \(e^{+i\omega t}\) term. Its amplitude passes through the same intermediate states with the same on-shell denominators and the conjugate matrix elements, so the electronic part is \(S_\pm^*\). The reverse of absorbing a phonon is emitting it. The net weights that replace \(P_\pm\) are

\[
P_+^{\rm net}=nf_v(1-f_c)-(n+1)f_c(1-f_v),\qquad P_-^{\rm net}=(n+1)f_v(1-f_c)-nf_c(1-f_v).
\]

In equilibrium \(f/(1-f)=e^{-(\varepsilon-\mu)/k_BT}\), so \(f_c(1-f_v)/[f_v(1-f_c)]=e^{-(\varepsilon_c-\varepsilon_v)/k_BT}=e^{-(\hbar\omega\pm\hbar\Omega)/k_BT}\). The phonon ratio of the downward to the upward term is \(e^{\pm\hbar\Omega/k_BT}\). The phonon energy cancels in the product, and in both channels the net weight is the upward weight times \(1-e^{-\hbar\omega/k_BT}\), which is positive. The program tests this identity for a small transition energy at 600 K, where the factor is 0.79. In the example \(\hbar\omega/k_BT\approx1/0.02585\approx39\) at 300 K, the material is undoped, and \(f_v=1\), \(f_c=0\) is used from here on.

## Entry 8. Counting final states for parabolic bands

The double sum over \(\mathbf k\) and \(\mathbf q\) is a double sum over \(\mathbf k\) and \(\mathbf k'=\mathbf k+\mathbf q\), since the phonon spectrum offers a mode for every \(\mathbf q\). The hole and the electron momenta are therefore independent. Each sum becomes \(NV_{\rm cell}\int d^3k/(2\pi)^3\), so

\[
\frac{1}{V_{\rm cell}N^2}\sum_{\mathbf k\mathbf k'}\;\to\;V_{\rm cell}\int\!\frac{d^3k}{(2\pi)^3}\int\!\frac{d^3k'}{(2\pi)^3}.
\]

Measure \(\mathbf k\) from the valence maximum, set at zero energy, and \(\mathbf k'\) from a conduction minimum. Near nondegenerate extrema

\[
\varepsilon_{v\mathbf k}=-a,\quad a=\sum_{i=1}^3\frac{\hbar^2k_i^2}{2m_{v,i}},\qquad\varepsilon_{c\mathbf k'}=E_g+b,\quad b=\sum_{i=1}^3\frac{\hbar^2k_i'^2}{2m_{c,i}},
\]

each in its own principal axes. The delta function requires \(a+b=E_\pm\), with the excess energy

\[
E_\pm=\hbar\omega-E_g\pm\hbar\Omega .
\]

Since \(a,b\ge0\), each channel is closed for \(E_\pm<0\). The thresholds are \(E_g-\hbar\Omega\) for phonon absorption and \(E_g+\hbar\Omega\) for emission.

Close to threshold \(\mathbf k\) and \(\mathbf k'\) stay near the extrema and \(\mathbf q\) stays near the vector that joins them. The phonon energy is taken as constant there. This is an assumption and not a consequence of smoothness, because \(\Omega\) stands inside the delta function. A group velocity \(\mathbf s\) at the joining vector turns the condition into \(a+b\mp\hbar\mathbf s\cdot(\mathbf k'-\mathbf k)=E_\pm\); completing the squares, for isotropic masses, recentres both momenta and replaces \(E_\pm\) by \(E_\pm+\tfrac12(m_v+m_c)s^2\). The count below keeps its form and both thresholds move down by this amount, about 0.06 meV for \(s=5\times10^3\) m/s and \(m_v+m_c=0.82\,m_e\); the shift is neglected from here on. Assume further that \(n\) and \(S_\pm\) are smooth and that \(S_\pm\neq0\) at the extrema. To leading order in \(E_\pm\) they leave the integral, and what remains is

\[
J(E)=\int\!\frac{d^3k}{(2\pi)^3}\int\!\frac{d^3k'}{(2\pi)^3}\,\delta(E-a-b)=\int_0^ED_v(a)\,D_c(E-a)\,da ,
\]

where \(D\) is the density of states per volume and per spin. The states with energy below \(a\) fill an ellipsoid of semi-axes \(\sqrt{2m_ia}/\hbar\), so their number per volume is \((4\pi/3)(2a)^{3/2}\sqrt{m_1m_2m_3}/(8\pi^3\hbar^3)\). Differentiating with respect to \(a\), and defining the density-of-states mass by \(m^3=m_1m_2m_3\),

\[
D(a)=\frac{4\pi}{3}\cdot\frac32\cdot\frac{2^{3/2}m^{3/2}\sqrt a}{8\pi^3\hbar^3}=\frac{(2m)^{3/2}}{4\pi^2\hbar^3}\sqrt a .
\]

The convolution is done with \(a=E\sin^2\theta\), \(da=2E\sin\theta\cos\theta\,d\theta\):

\[
\int_0^E\!\sqrt{a(E-a)}\,da=2E^2\!\int_0^{\pi/2}\!\sin^2\theta\cos^2\theta\,d\theta=\frac{E^2}{2}\int_0^{\pi/2}\!\sin^22\theta\,d\theta=\frac{E^2}{2}\cdot\frac\pi4=\frac{\pi E^2}{8}.
\]

The product of the two prefactors is \(8(m_cm_v)^{3/2}/(16\pi^4\hbar^6)\), and therefore

\[
J(E)=CE^2\,\theta(E),\qquad C=\frac{(m_cm_v)^{3/2}}{16\pi^3\hbar^6}.
\]

The exponent can be read off without the integral. In the scaled variables \(y_i=\hbar k_i/\sqrt{2m_i}\) the condition \(a+b<E\) is a ball of radius \(\sqrt E\) in six dimensions, with volume proportional to \(E^3\), and \(J\) is the derivative. In general \(d\) free momentum components give \(E^{d/2-1}\): a direct transition has three and gives \(E^{1/2}\), the indirect one has six and gives \(E^2\), and an indirect transition in a two-dimensional crystal has four and gives \(E\).

*Test.* The program lays Cartesian grids over an anisotropic valence band (masses 0.3, 0.5, 0.7) and an anisotropic conduction band (0.8, 0.2, 0.2, all in units of \(m_e\)) and counts the pairs with \(a+b<E\). The count should be \(\int_0^EJ=CE^3/3\). Agreement to 0.5% is asserted at 0.05 eV and 0.1 eV; the printed ratio at 0.1 eV is 1.0000, and the exponent of \(J\) formed from the two counts is 2.000.

## Entry 9. The edge law and its limits

Take one valence band, one phonon branch and \(N_{\rm val}\) conduction valleys. In general \(|S_\pm|^2\) depends on the orientation of the valley relative to \(\hat{\mathbf e}\), and \(N_{\rm val}|S_\pm|^2\) stands for the sum over valleys. Then

\[
\varepsilon_2=\frac{\pi e^2}{\varepsilon_0\omega^2}\,g_sN_{\rm val}V_{\rm cell}\,C\sum_\pm|S_\pm|^2P_\pm E_\pm^2\,\theta(E_\pm).
\]

Multiplying by \(\omega/n_rc\) leaves one power \(1/\omega=\hbar/\hbar\omega\):

\[
\alpha\,\hbar\omega=A_+\,n\,(\hbar\omega-E_g+\hbar\Omega)^2\,\theta(E_+)+A_-\,(n+1)\,(\hbar\omega-E_g-\hbar\Omega)^2\,\theta(E_-),
\]
\[
A_\pm=\frac{\pi e^2\hbar\,g_sN_{\rm val}V_{\rm cell}\,C\,|S_\pm|^2}{\varepsilon_0n_rc},
\]

with each \(S_\pm\) evaluated at the band extrema and at its own threshold photon energy. Several branches or bands add terms of the same form. Three qualifications are part of the result. With \(S_\pm\) held at its threshold value the quantity that is quadratic is \(\alpha\hbar\omega\), and \(\alpha\) keeps a factor \(1/\omega\); that factor changes \(\alpha\) by a relative amount of order \(E_\pm/\hbar\omega\), the same order as the variation of \(|S_\pm|^2\) treated in Entry 10, so at leading order \(\alpha\) and \(\alpha\hbar\omega\) are equally quadratic. The coefficients \(A_+\) and \(A_-\) differ in general, since the denominators in \(S_\pm\) contain \(\pm\hbar\Omega\) in the second sum and the two threshold energies in the first. The law is the leading term as \(E_\pm\to0\).

At low temperature \(n\to e^{-\hbar\Omega/k_BT}\to0\) while \(n+1\to1\). The branch starting at \(E_g-\hbar\Omega\) freezes out and the edge moves to \(E_g+\hbar\Omega\), where it survives at \(T=0\) because a phonon can be emitted into an empty mode. The program asserts that the absorption at \(\hbar\omega=E_g\) at 10 K is below \(10^{-15}\) of its 300 K value.

Above both thresholds, set \(A_+=A_-=A\) for the moment and \(E=\hbar\omega-E_g\). Expanding the squares,

\[
n(E+\hbar\Omega)^2+(n+1)(E-\hbar\Omega)^2=(2n+1)\bigl(E^2+\hbar^2\Omega^2\bigr)-2E\hbar\Omega ,
\]

because the cross terms give \(2E\hbar\Omega[n-(n+1)]\). For \(E\gg\hbar\Omega\) this tends to \((2n+1)E^2\). The factor \(2n+1=\langle bb^\dagger+b^\dagger b\rangle\) is proportional to the mean square displacement of the mode, which is what a static disorder with the same displacements would give: in this limit the phonon supplies momentum and its energy is irrelevant.

Between the thresholds only the first term exists, and \(\sqrt{\alpha\hbar\omega}\) is a straight line of slope \(\sqrt{A_+n}\) that cuts the axis at \(E_g-\hbar\Omega\). Above \(E_g+\hbar\Omega\) the sum of two squares is not a square; the continuation of the first branch has to be subtracted before the root of the remainder gives a line of slope \(\sqrt{A_-(n+1)}\) cutting at \(E_g+\hbar\Omega\). The gap is the mean of the two intercepts and the phonon energy is half their difference. The ratio of the squared slopes is \((A_-/A_+)e^{\hbar\Omega/k_BT}\).

The leading edge law for free electron-hole pairs is now in place, with a phonon-absorption branch starting at \(E_g-\hbar\Omega\) and an emission branch starting at \(E_g+\hbar\Omega\). What remains is to find where this law bends or breaks, and to work through the example that explains the opening numbers.
